# Effective threshold of random subthreshold channel segments in parallel and in series

## Question

A silicon n-channel MOS transistor at 300 K is divided into $N$ channel segments of equal geometry under one gate. Random dopants give segment $i$ the threshold $V_{T,i}=m+x_i$. The $x_i$ are independent and Gaussian, with zero mean and standard deviation $s=30$ mV. Every segment is in weak inversion, where its current grows by a factor $e$ for each $v=30$ mV of gate voltage. The segments are taken to differ only in threshold, so that their current curves are rigidly shifted copies of one another; part (g) returns to this assumption. The mean threshold is $m=400$ mV, the gate voltage $V_G=100$ mV, the drain voltage $V_D=50$ mV, and $N=1000$. Potentials are measured from the body, and the source is at zero.

The effective threshold $V_{\rm eff}$ is the common threshold of a uniform array that has the same number and arrangement of segments and carries the same current at the same gate and drain voltages. The shift is $\Delta=V_{\rm eff}-m$.

## (a) Reduction to averages

**Derive the current of one segment. Then express $\Delta$ through an average over thresholds, for all segments in parallel and for all in series, without assuming a small drain voltage.**

In weak inversion the mobile charge is too small to affect the surface potential, which is therefore set by the gate. The charge per area then depends on the electron quasi-Fermi potential $V$ through a Boltzmann factor:

$$Q=Q_0\,e^{(V_G-V_T)/v}\,e^{-V/\phi},\qquad \phi=kT/q=25.85\ \text{mV}.$$

The gate acts on the surface potential through a capacitive divider, so $v=n\phi$ with $n=30/25.85=1.16$. A segment of width $W$, length $\ell$ and mobility $\mu$ carries $I=W\mu Q\,dV/dy$, counted positive from drain to source. The current is the same at every position $y$ along the segment. Integrating from end $a$ (source side) to end $b$ (drain side) gives

$$I\ell=W\mu Q_0e^{(V_G-V_T)/v}\int_{V_a}^{V_b}e^{-V/\phi}dV .$$

The integral equals $\phi\,(e^{-V_a/\phi}-e^{-V_b/\phi})$. With $I_0=W\mu Q_0\phi/\ell$ and $w=e^{-V/\phi}$,

$$I=I_0\,e^{(V_G-V_T)/v}\,(w_a-w_b).$$

The current is thus linear in $w$, though not in $V$.

*Parallel.* All segments have $w_a=1$ and $w_b=w_D=e^{-V_D/\phi}$. Their currents add:

$$I_{\rm par}=I_0e^{(V_G-m)/v}(1-w_D)\sum_i e^{-x_i/v}.$$

A uniform array with threshold $m+\Delta$ carries $N I_0e^{(V_G-m-\Delta)/v}(1-w_D)$. Equating the two, and replacing the sample average by the mean for large $N$,

$$e^{-\Delta_{\rm par}/v}=\langle e^{-x/v}\rangle,\qquad \Delta_{\rm par}=-v\ln\langle e^{-x/v}\rangle .$$

*Series.* One current $I$ flows through every segment, so $w_{i-1}-w_i=(I/I_0)\,e^{-(V_G-m)/v}e^{x_i/v}$. On summing over $i$, all interior values of $w$ cancel and the left side becomes $1-w_D$. Hence

$$I_{\rm ser}=\frac{I_0e^{(V_G-m)/v}(1-w_D)}{\sum_i e^{x_i/v}} .$$

The uniform chain carries $I_0e^{(V_G-m-\Delta)/v}(1-w_D)/N$. Comparison gives

$$e^{\Delta_{\rm ser}/v}=\langle e^{x/v}\rangle,\qquad \Delta_{\rm ser}=+v\ln\langle e^{x/v}\rangle .$$

The drain factor has cancelled in both cases. As a test of the series formula, current continuity was solved numerically for the node potentials of a six-segment random chain, at drain voltages up to 100 mV. The largest relative difference in current was $5\times10^{-14}$.

## (b) The two shifts

**Evaluate both shifts, the effective thresholds, and the currents relative to an array with every threshold at $m$.**

The average needed is

$$\langle e^{\pm x/v}\rangle=\frac{1}{s\sqrt{2\pi}}\int_{-\infty}^{\infty}\exp\!\left(-\frac{x^2}{2s^2}\pm\frac{x}{v}\right)dx .$$

Completing the square in the exponent,

$$-\frac{x^2}{2s^2}\pm\frac{x}{v}=-\frac{(x\mp s^2/v)^2}{2s^2}+\frac{s^2}{2v^2}.$$

The displaced Gaussian integrates to one after normalization, leaving $\langle e^{\pm x/v}\rangle=e^{s^2/(2v^2)}$. Therefore

$$\Delta_{\rm par}=-\frac{s^2}{2v},\qquad \Delta_{\rm ser}=+\frac{s^2}{2v}.$$

Numerically, $s^2/(2v)=900/60=15$ mV:

- Parallel: $\Delta=-15$ mV and $V_{\rm eff}=385$ mV. The current is multiplied by $e^{1/2}=1.649$.
- Series: $\Delta=+15$ mV and $V_{\rm eff}=415$ mV. The current is multiplied by $e^{-1/2}=0.607$.

These current factors hold at fixed gate and drain voltages. The signs arise because the exponential is convex. In parallel, a segment 30 mV below the mean gains more current than one 30 mV above it loses. In series, a segment 30 mV above the mean gains more resistance than one 30 mV below it loses. The equal sizes follow from the symmetry of the distribution, since $\langle e^{x/v}\rangle=\langle e^{-x/v}\rangle$ when $x$ and $-x$ are equally likely. A skewed distribution need not give equal sizes.

The slope voltage must be taken per factor $e$. The corresponding swing is $v\ln10=69$ mV per decade.

## (c) Which segments matter

**Find the distribution of thresholds weighted by current in the parallel array, and the share of current carried by segments below the mean. State the counterpart in series.**

The weight of deviation $x$ in the parallel current is the Gaussian density times $e^{-x/v}$. By the square completed in (b), this is proportional to $\exp[-(x+s^2/v)^2/(2s^2)]$: a Gaussian of the same width, 30 mV, centred at $x=-s^2/v=-30$ mV. The typical current-carrying segment has a threshold of 370 mV, which is lower than the effective threshold of 385 mV. The two differ because $V_{\rm eff}$ also reflects how few such segments there are.

Let $\Phi$ be the cumulative normal distribution. The share carried by segments with $x<0$ is

$$\Phi\!\left(\frac{0+s^2/v}{s}\right)=\Phi(s/v)=\Phi(1)=0.841 .$$

In series the weight is $e^{+x/v}$, centred at $x=+30$ mV. The above-mean segments therefore take 84.1% of the total drop in $w$. In a long chain with thresholds in random order, this is also very nearly their share of the drain voltage. Each segment then drops only a small voltage, $\phi\,(w_{i-1}-w_i)/w_i$, and the above-mean segments take the same share in every stretch that holds many segments but over which $w$ hardly changes. In a short chain with $V_D$ comparable to $\phi$, the share of the voltage also depends on the order of the segments.

## (d) How many segments are many?

**Find the leading scatter of $\Delta$ between arrays of $N$ segments, and the leading correction to its mean. How many segments bring the scatter down to 1 mV?**

Let $y_i=e^{-x_i/v}$ and $a=s/v$. From (b), $\langle y\rangle=e^{a^2/2}$. Replacing $1/v$ by $2/v$ gives $\langle y^2\rangle=e^{2a^2}$. The relative variance of one term is then

$$\frac{\langle y^2\rangle-\langle y\rangle^2}{\langle y\rangle^2}=\frac{e^{2a^2}-e^{a^2}}{e^{a^2}}=e^{a^2}-1 .$$

Write the sample average as $\langle y\rangle(1+\delta)$. Then $\langle\delta\rangle=0$ and, for independent segments, $\langle\delta^2\rangle=(e^{a^2}-1)/N$. For small $\delta$,

$$\Delta_{\rm par}=-\frac{s^2}{2v}-v\ln(1+\delta)\simeq-\frac{s^2}{2v}-v\delta+\frac{v\delta^2}{2}.$$

The linear term sets the scatter and the quadratic term moves the mean:

$$\sigma_\Delta\simeq v\sqrt{\frac{e^{a^2}-1}{N}},\qquad \langle\Delta_{\rm par}\rangle\simeq-\frac{s^2}{2v}+\frac{v(e^{a^2}-1)}{2N}.$$

In series the scatter is the same and the correction to the mean has the opposite sign. Both mean shifts are thus slightly smaller in size than in the limit of large $N$.

With $a=1$, $e^{a^2}-1=1.718$. For $N=1000$ the scatter is $30\sqrt{0.001718}=1.24$ mV. In 4000 random arrays it was 1.24 mV in parallel and 1.22 mV in series. A scatter of 1 mV needs $N=1.718\times30^2\simeq1546$ segments.

The correction to the mean is easier to see at $N=100$, where the formula gives $30\times1.718/200=0.26$ mV. Averages over 40,000 arrays gave $+0.23$ mV in parallel and $-0.26$ mV in series, with a standard error of about 0.02 mV.

The required number grows steeply with $s/v$. At $s=60$ mV and the same $v$, the shifts are $\pm60$ mV and $e^{4}-1=53.6$, so by the leading formula a 1 mV scatter needs about 48,000 segments. This is slightly high: random arrays of that size scatter by about 0.97 mV. If $N$ is not much larger than $e^{a^2}-1$, the expansion in $\delta$ fails and a few extreme segments can control the array.

## (e) A fixed-current criterion

**Suppose the threshold is read instead as the gate voltage at which the whole array carries a fixed current $I_c$, the same as for a single segment. What is added to the shift?**

Assume that the exponential law, with the same $v$, holds at all gate voltages involved. Let a single segment of threshold $m$ carry $I_c$ at gate voltage $V_c$. At the same drain voltage, the parallel array carries $N e^{(V_G-V_c-\Delta_{\rm par})/v}$ times $I_c$. Setting this factor to one,

$$V_G-V_c=\Delta_{\rm par}-v\ln N=-15-207.2=-222.2\ \text{mV}.$$

For the chain, $N$ is replaced by $1/N$:

$$V_G-V_c=\Delta_{\rm ser}+v\ln N=+222.2\ \text{mV}.$$

The chain needs a gate voltage 222 mV above $V_c$, so here $V_c$ must be near zero or lower for the exponential law to hold. The parallel array is then read near $-220$ mV or lower. There the depletion layer of a real device is thinner and its capacitance larger, so $v$ exceeds 30 mV. For a uniformly doped body with $v=30$ mV at $V_G=100$ mV, and for $V_c$ near zero, this adds several millivolts to the size of the parallel value. Leakage may also hide so small a current. With the exponential law, one random array of 1000 segments gave $-222.9$ mV in parallel and $+222.7$ mV in series, within the scatter found in (d). The 207 mV would be present without any disorder, since it expresses the width or length of the array. To isolate variability, the criterion current must be multiplied by $N$ in parallel and divided by $N$ in series.

## (f) Current that can go around

**A square sheet has $L$ rows, each with $L$ bonds in series between source and drain, and cross bonds joining neighbouring rows. Bond conductances are $g=e^{-x/v}$, with independent Gaussian $x$. Show that the mean shift is zero.**

By (a), the current in a bond is proportional to $g(w_a-w_b)$, so the sheet is a linear network in $w$. Let $G$ be its total current per unit difference of $w$. With all $g=1$, $G=L/L=1$, hence $\Delta=-v\ln G$.

Current is conserved at each node. One can therefore assign a number $\psi$ to each face of the network, such that the current in a bond is the difference of $\psi$ between the faces on its two sides. The drop of $w$ along that bond is this difference divided by $g$. The drops around any closed face sum to zero, which is current conservation for a second network whose nodes are the faces and whose conductances are $1/g$.

In this dual network, the difference of $\psi$ between the upper and lower outer faces is the original total current. The dual total current is the original drop of $w$ from source to drain. Its conductance is therefore $1/G$.

The dual network is the same $L\times L$ sheet turned through a right angle. Because $x$ and $-x$ are equally likely, $1/g$ has the same distribution as $g$. Thus $1/G$ has the same distribution as $G$, so $\langle\ln G\rangle=0$ and $\langle\Delta\rangle=0$.

Sixty random sheets with $L=40$ gave a mean shift of $0.00\pm0.09$ mV (standard error) and a sheet-to-sheet spread of 0.7 mV. The shifts of $\pm15$ mV therefore belong to the two arrangements in (b), and are not a property of the threshold distribution alone.

## (g) Conditions and the real device

**Estimate how the approach to strong inversion changes the result, and judge the other assumptions for a silicon transistor.**

A smooth model of the low-drain conductance, with $u=(V_G-V_T)/v$ and $z=e^{u/2}$, is

$$g(u)=\frac{z\ln(1+z)}{1+z}\simeq z^2\left(1-\tfrac32z\right)\quad(z\ll1).$$

Its leading term is the exponential law $e^u$. Let $U=(V_G-m)/v=-300/30=-10$. In parallel, the average of $g$ contains the relative correction

$$-\frac32\frac{\langle e^{3u/2}\rangle}{\langle e^u\rangle}=-\frac32e^{U/2+9/8-1/2}=-0.0189 .$$

The equivalent uniform array, at $u=U+\tfrac12$, has the correction $-\tfrac32e^{U/2+1/4}=-0.0130$. The difference, $-0.0059$, raises the effective threshold by $0.0059\times30=0.18$ mV. The full smooth model gives $-14.83$ mV in parallel and $+14.97$ mV in series; a drain voltage of 50 mV changes these values by only a few hundredths of a millivolt.

At $V_G=300$ mV the same model gives $-11.5$ and $+14.3$ mV. These two values hold for a small drain voltage. So close to strong inversion the drain factor no longer cancels exactly, and at $V_D=50$ mV the corresponding finite-drain model gives about $-12.3$ and $+14.5$ mV. The parallel array is affected more because its current comes mainly from low-threshold segments, which are nearest to strong inversion. The equal and opposite result thus requires the gate to lie well below the thresholds of the dominant segments.

The parameters are only roughly those of planar bulk silicon. Suppose the threshold deviation of a single square device is 2 mV µm divided by its side. (Matching coefficients are often quoted for the difference between two devices, which is larger by $\sqrt2$.) A deviation of 30 mV then belongs to a side of $2/30$ µm $=67$ nm. This is a large deviation for random dopants alone at that size and with $n=1.16$. A swing of 69 mV per decade is good for a gate only 67 nm long, as in the parallel array; a rough 90 mV per decade would mean $v=39$ mV and shifts of about $\pm11.5$ mV at the same $s$. Inside one real channel the current paths need not be separate. If the channel is many segments long and wide, sideways flow can remove most or all of the shift, as in the square sheet of (f). A wide channel only a few segments long keeps part of the parallel shift. Separate transistors wired in parallel are closer to the ideal parallel case.

The remaining effects, for the numbers of this example, are as follows.

- **Doping changes more than the threshold.** A more heavily doped segment also has a different slope factor and a different $Q_0$, so its curve is not a rigidly shifted copy. Take a depletion model with nominal doping between $10^{17}$ and $3\times10^{18}$ cm$^{-3}$ and $v=30$ mV at $V_G=100$ mV. Let the local doping set the threshold, defined at a surface potential of twice the Fermi potential, with a 30 mV spread. At this gate voltage the logarithm of the current then responds to $x$ only about 0.76 to 0.80 times as strongly as $-x/v$. The shifts become about $-12$ mV and $+11$ to $+11.6$ mV, smaller and no longer equal. The $\pm15$ mV result applies when $s$ is the spread of the gate-voltage offset at the operating current.
- **Tails.** Cutting the Gaussian at $\pm3s$ reduces the shifts to $\pm14.4$ mV.
- **Temperature.** At 350 K, with $n$ and $s$ held fixed, $v=35$ mV and the shifts are $\pm12.9$ mV.
- **Drain voltage.** A rough threshold lowering of 30 mV per volt gives 1.5 mV at 50 mV drain bias. If it is common to all parallel segments, it changes $V_{\rm eff}$ and $m$ alike and cancels from $\Delta$.
- **Tunnelling.** For a rectangular barrier of 0.4 eV and length 67 nm, with silicon's light mass of 0.19 electron masses, an estimate that keeps only the exponential attenuation $e^{-2\kappa L}$ (decay constant $\kappa$, barrier length $L$) adds about 0.09% to the thermal current. This is equivalent to 0.03 mV of threshold. It is an overestimate for a rectangular barrier, because reflection at the abrupt edges is left out. A real barrier has a rounded top and passes more: a parabolic barrier of the same height with a 67 nm base adds about 1.8%, or 0.5 mV of threshold. This is still small, and the part common to all segments cancels from $\Delta$.

The complete numerical output follows.

## Computed results

```
Local threshold deviation s: 30.0 mV
Slope voltage v (per factor e): 30.0 mV
Swing per decade: 69.1 mV
Temperature: 300 K
Thermal voltage kT/q: 25.85 mV
Slope factor n = v/(kT/q): 1.160
Mean threshold: 400 mV
Gate voltage: 100 mV
Drain voltage: 50 mV
Number of segments N: 1000
PARALLEL shift: -15.000 mV
SERIES shift: +15.000 mV
Parallel effective threshold: 385.0 mV
Series effective threshold: 415.0 mV
Parallel current / uniform: 1.6487
Series current / uniform: 0.6065
Centre of current-weighted V_T - mean: -30.00 mV
Width of current-weighted V_T: 30.00 mV
Parallel current share of lower half: 0.8413
Chain test, largest relative error to 100 mV drain: 5.3e-14
Scatter of shift, N=1000, formula: 1.244 mV
Scatter, sampled parallel: 1.241 mV
Scatter, sampled series: 1.215 mV
Mean bias, N=100, formula: 0.258 mV
Mean bias, N=100, sampled parallel: +0.227 mV
Mean bias, N=100, sampled series: -0.262 mV
Segments for 1 mV scatter: 1546
Unscaled-criterion term v ln N: 207.2 mV
Unscaled shift, one parallel array: -222.9 mV
Unscaled shift, one series array: +222.7 mV
Smooth model, gate 100 mV, parallel: -14.83 mV
Smooth model, gate 100 mV, series: +14.97 mV
Smooth model, gate 300 mV, parallel: -11.53 mV
Smooth model, gate 300 mV, series: +14.29 mV
Tails cut at 3 s, parallel: -14.39 mV
Tails cut at 3 s, series: +14.39 mV
Slope voltage at 350 K, same n: 35.0 mV
Shifts at 350 K: -12.86, +12.86 mV
Rough matching coefficient: 2.0 mV um
Segment side for deviation s: 66.7 nm
Rough source barrier: 0.4 eV
Light mass used: 0.19 electron masses
Tunnelling / thermal current: 8.7e-04
Threshold change from tunnelling: -0.026 mV
Rough drain coefficient: 30 mV/V
Common drain-induced lowering: 1.5 mV
Square sheets: 60 of 40 x 40 bonds
Sheet mean shift: -0.00 mV
Standard error of sheet mean: 0.09 mV
Sheet-to-sheet spread: 0.72 mV
```
